# Orbital moment of a Bloch wave packet and its magnetic energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. The decision

A band calculation gives $E(\mathbf k)$ for a two-dimensional crystal whose conduction band is lowest at two points, $\mathbf K$ and $-\mathbf K$, and the task is to place the lowest electronic levels in a perpendicular field $B$. One can replace $\mathbf k$ by $\mathbf p+\mathbf A$ in $E(\mathbf k)$, add the spin Zeeman term and stop. Or one can go back to the wave functions and compute a further term linear in $B$ that the dispersion does not contain. In the model crystal used below, at 23.5 T, the first choice, with the spin term set aside and to first order in $B$, puts the lowest level of both valleys 1.65 meV above the band edge. Direct diagonalization puts it 5.79 meV above the edge in one valley and 2.51 meV below it in the other. To first order in $B$ the difference is the energy $-\mathbf m\cdot\mathbf B$ of a magnetic moment carried by the Bloch state,

$$\mathbf m(\mathbf k)=\frac{e}{2\hbar}\,\mathrm{Im}\,\langle\partial_{\mathbf k}u|\times(H_{\mathbf k}-E_{\mathbf k})|\partial_{\mathbf k}u\rangle .$$

Conventions. The electron has charge $-e$ with $e>0$ and the field enters as $\mathbf p\to\mathbf p+e\mathbf A$ (Gaussian units would add $1/c$). Hartree atomic units are used, $e=\hbar=m_e=1$, so the Bohr magneton is $\mu_B=1/2$ and the unit of field is $2.3505\times10^5$ T. The electron moves independently in a fixed local potential, $H=\tfrac12p^2+V(\mathbf r)$, and spin is left out. The field is along $z$ and only $z$ components are written, with $\epsilon_{xy}=-\epsilon_{yx}=1$ and sums over repeated $a,b\in\{x,y\}$; the other components in three dimensions follow by cyclic relabelling. Statements called tests are assertions of the numerical check, and statements called checks are done by hand.

## 2. Simplest case: a bound electron

Let $V$ bind the electron near the origin and take $\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,x)$. Because $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2=\tfrac12p^2+\tfrac B2(xp_y-yp_x)+\tfrac{B^2}{8}(x^2+y^2).$$

The program tests the linear term symbolically. The velocity at zero field is $\mathbf v=i[H,\mathbf r]=\mathbf p$. First-order perturbation theory for a state $|n\rangle$ that diagonalizes $xp_y-yp_x$ within its own level gives $\delta E=-m_zB$ with

$$m_z=-\tfrac12\langle n|\,xv_y-yv_x\,|n\rangle ,$$

the moment of a circulating charge $-1$. A non-degenerate level of the real $H$ has a real wave function, for which the expectation of the imaginary Hermitian operator $xp_y-yp_x$ is both real and imaginary and so vanishes; a bound electron has a nonzero moment only in a degenerate level.

In a crystal $\mathbf r$ is an awkward operator and $\mathbf v$ is not, so it pays to eliminate $\mathbf r$ already here. The matrix element of $\mathbf v=i[H,\mathbf r]$ is $\mathbf v_{nl}=i(E_n-E_l)\mathbf r_{nl}$. It vanishes when $E_l=E_n$, and otherwise $\mathbf r_{nl}=i\mathbf v_{nl}/(E_l-E_n)$. Insert a complete set between $r_a$ and $v_b$; terms with $E_l=E_n$ drop because their velocity factor is zero:

$$\langle xv_y-yv_x\rangle=i\sum_{l}{}'\,\frac{v^x_{nl}v^y_{ln}-v^y_{nl}v^x_{ln}}{E_l-E_n}.$$

The operators are Hermitian, so $v^y_{nl}v^x_{ln}=(v^x_{nl}v^y_{ln})^*$. The numerator is $z-z^*=2i\,\mathrm{Im}\,z$, the sum equals $-2\sum'\mathrm{Im}(v^x_{nl}v^y_{ln})/(E_l-E_n)$, and

$$m_z=\sum_l{}'\,\frac{\mathrm{Im}(v^x_{nl}v^y_{ln})}{E_l-E_n}.\tag{1}$$

A circular form is useful. With $v^\pm=v^x\pm iv^y$,

$$|v^\pm_{ln}|^2=|v^x_{ln}|^2+|v^y_{ln}|^2+2\,\mathrm{Re}\big[(v^x_{ln})^*(\pm i)v^y_{ln}\big]=|v^x_{ln}|^2+|v^y_{ln}|^2\mp2\,\mathrm{Im}(v^x_{nl}v^y_{ln}),$$

and subtracting the two signs gives

$$\mathrm{Im}(v^x_{nl}v^y_{ln})=\tfrac14\big(|v^-_{ln}|^2-|v^+_{ln}|^2\big).\tag{2}$$

Check on the isotropic oscillator of frequency $\omega$. With $x=(a_x+a_x^\dagger)/\sqrt{2\omega}$, likewise $y$, and circular quanta $a_\pm=(a_x\mp ia_y)/\sqrt2$, one has $x+iy=(a_-+a_+^\dagger)/\sqrt\omega$ and $L_z=n_+-n_-$. Then $v^+=i[H,x+iy]=i\sqrt\omega\,(a_+^\dagger-a_-)$ and $v^-=(v^+)^\dagger=-i\sqrt\omega\,(a_+-a_-^\dagger)$. From $|n_+,n_-\rangle$ the transitions upward ($E_l-E_n=\omega$) have $|v^-|^2=\omega(n_-+1)$ and $|v^+|^2=\omega(n_++1)$; those downward ($E_l-E_n=-\omega$) have $|v^-|^2=\omega n_+$ and $|v^+|^2=\omega n_-$. Equation (1) gives

$$m_z=\tfrac14\big[(n_-+1)-(n_++1)\big]-\tfrac14\big[n_+-n_-\big]=-\tfrac12(n_+-n_-)=-\mu_BL_z ,$$

the normal orbital Zeeman moment with the right sign and size.

## 3. Second case: a free packet

A moving electron brings two complications, and both show up with $V=0$. Take $W(\mathbf r)=(2\pi)^{-1}\int d^2k\,a(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$ with $\int|a|^2d^2k=1$ and $a$ concentrated within $\sigma$ of $\mathbf k_c$. Since $\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\partial_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, one integration by parts shows that $\mathbf r$ acts as $+i\partial_{\mathbf k}$ on $a$. Write $a=|a|e^{i\theta}$, so that

$$a^*\partial_{\mathbf k}a=\tfrac12\partial_{\mathbf k}|a|^2+i|a|^2\partial_{\mathbf k}\theta .\tag{3}$$

Where $a$ has a zero, $|a|^2\partial\theta$ means $\mathrm{Im}(a^*\partial a)$, which is smooth. The centre is $\mathbf r_c=\int a^*i\partial a=-\int|a|^2\partial\theta$, the first term of (3) being a total derivative.

The first complication is that $\langle\mathbf r\times\mathbf v\rangle$ changes by $\mathbf R\times\langle\mathbf v\rangle$ when the packet is displaced by $\mathbf R$. The rotation about the packet's own centre, $\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle$, does not depend on the origin. With $\mathbf v=\mathbf k$,

$$\epsilon_{ab}\langle(r-r_c)_av_b\rangle=\epsilon_{ab}\int\Big[\tfrac i2\partial_a|a|^2-|a|^2(\partial_a\theta+r_{c,a})\Big]k_b .$$

The first term is $-\tfrac i2\int|a|^2\epsilon_{ab}\delta_{ab}=0$ after integration by parts. For a linear phase $\theta=-\mathbf k\cdot\mathbf R$ the centre is $\mathbf R$ and the second term vanishes as well: a plain free packet has no self-rotation.

The second complication is that the envelope can rotate. Let $a\propto(\delta k_x+i\delta k_y)e^{-\delta k^2/4\sigma^2}$ with $\delta\mathbf k=\mathbf k-\mathbf k_c$. Then $\theta$ is the polar angle of $\delta\mathbf k$, $\partial\theta=(-\delta k_y,\delta k_x)/\delta k^2$, its average vanishes by symmetry so $\mathbf r_c=0$, and $-\epsilon_{ab}\partial_a\theta\,\delta k_b=(\delta k_y^2+\delta k_x^2)/\delta k^2=1$. The packet carries one unit of angular momentum, and a moment $-\tfrac12$, however small $\sigma$ is. Narrowness in $\mathbf k$ is therefore not enough to make the self-rotation a property of the point $\mathbf k_c$; a condition on $\theta$ is needed too.

## 4. A packet from one Bloch band

Now $V$ is periodic. Eigenstates are $e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$ with $u$ periodic, $H_{\mathbf k}u=Eu$ and $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}=\tfrac12(\mathbf p+\mathbf k)^2+V$. On the periodic factor the velocity acts as $\mathbf v=\mathbf p+\mathbf k=\partial_{\mathbf k}H_{\mathbf k}$. The bracket $\langle f|g\rangle$ is the cell average of $f^*g$, and $\langle u|u\rangle=1$. Band $n$ is assumed non-degenerate wherever $a\neq0$, so that $u_{\mathbf k}$ can be chosen smooth there, and $a$ is assumed to vanish before the edge of a patch that fits inside one Brillouin zone. The packet is

$$W(\mathbf r)=\frac1{2\pi}\int d^2k\;e^{i\mathbf k\cdot\mathbf r}\,a(\mathbf k)\,u_{\mathbf k}(\mathbf r).$$

Inner products. For periodic $f,g$ expand $f^*g=\sum_{\mathbf G}h_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Then $\int d^2r\,e^{i(\mathbf k'-\mathbf k)\cdot\mathbf r}f^*g=(2\pi)^2\sum_{\mathbf G}h_{\mathbf G}\,\delta(\mathbf k'-\mathbf k+\mathbf G)$. Inside the patch only $\mathbf G=0$ contributes, and $h_0=\langle f|g\rangle$. The overlap of two packets with periodic parts $f_{\mathbf k},g_{\mathbf k}$ is thus $\int d^2k\,\langle f_{\mathbf k}|g_{\mathbf k}\rangle$, and $W$ is normalized when $\int|a|^2=1$.

Position. The integration by parts of section 3 now moves the derivative onto the product, so $\mathbf rW$ has periodic part $i\partial_{\mathbf k}(a u)$. Define the Berry connection $\boldsymbol{\mathcal A}=i\langle u|\partial_{\mathbf k}u\rangle$. It is real, because differentiating $\langle u|u\rangle=1$ makes $\langle u|\partial u\rangle$ imaginary; hence $\langle u|\partial u\rangle=-i\mathcal A$ and $\langle\partial u|u\rangle=+i\mathcal A$. With (3),

$$\mathbf r_c=\int\big[ia^*\partial a+|a|^2\,i\langle u|\partial u\rangle\big]=\int|a|^2\,\mathbf x(\mathbf k),\qquad \mathbf x=\boldsymbol{\mathcal A}-\partial_{\mathbf k}\theta .\tag{4}$$

The split of phase between $a$ and $u$ is arbitrary. Under $u\to e^{i\chi}u$, $a\to e^{-i\chi}a$ one finds $\boldsymbol{\mathcal A}\to\boldsymbol{\mathcal A}-\partial\chi$ and $\theta\to\theta-\chi$, so $\mathbf x$, the position attached to the component $\mathbf k$, does not change.

Velocity. Differentiating $H_{\mathbf k}u=Eu$ gives $v_bu+H\partial_bu=(\partial_bE)u+E\partial_bu$, that is

$$v_b|u\rangle=(\partial_bE)|u\rangle-(H_{\mathbf k}-E)|\partial_bu\rangle .\tag{5}$$

Since $\langle u|(H-E)=0$, projection on $u$ gives $\langle u|v_b|u\rangle=\partial_bE$, and the mean velocity is $\bar{\mathbf v}=\int|a|^2\partial E$. The last term of (5) is orthogonal to $u$: it is the part of the velocity that connects band $n$ to other bands, and it contributes nothing to the expectation value in $u$.

Rotation. Because $W$ decays, $r_a$ is Hermitian on it and can act to the left; the order of $r_a$ and $v_b$ is immaterial under $\epsilon_{ab}$ since $[x,p_y]=0$. Then

$$\epsilon_{ab}\langle W|r_av_b|W\rangle=\epsilon_{ab}\int\langle i\partial_a(au)|\,v_b\,|au\rangle=-i\epsilon_{ab}\int\Big[a\,\partial_aa^*\,\langle u|v_b|u\rangle+|a|^2\langle\partial_au|v_b|u\rangle\Big].$$

In the first term the conjugate of (3) gives $-ia\,\partial_aa^*=-\tfrac i2\partial_a|a|^2-|a|^2\partial_a\theta$. In the second, (5) gives $-i\langle\partial_au|v_b|u\rangle=-i(i\mathcal A_a)\partial_bE+i\langle\partial_au|(H-E)|\partial_bu\rangle$. Collecting,

$$\epsilon_{ab}\langle r_av_b\rangle=-\frac i2\epsilon_{ab}\int\partial_a|a|^2\,\partial_bE+\epsilon_{ab}\int|a|^2x_a\partial_bE+i\epsilon_{ab}\int|a|^2\langle\partial_au|(H-E)|\partial_bu\rangle .$$

The first integral is $+\tfrac i2\int|a|^2\epsilon_{ab}\partial_a\partial_bE=0$, since mixed derivatives of a smooth $E$ commute. Subtract $\epsilon_{ab}r_{c,a}\bar v_b=\epsilon_{ab}\int|a|^2r_{c,a}\partial_bE$ and multiply by $-\tfrac12$. The self-rotation moment $\mu_W=-\tfrac12\langle[(\mathbf r-\mathbf r_c)\times\mathbf v]_z\rangle$ is

$$\mu_W=\int|a|^2\,m_z(\mathbf k)\;-\;\frac12\int|a|^2\,\big[(\mathbf x-\mathbf r_c)\times\partial_{\mathbf k}E\big]_z ,\tag{6}$$

$$m_z(\mathbf k)=-\frac i2\Big[\langle\partial_xu|(H-E)|\partial_yu\rangle-\langle\partial_yu|(H-E)|\partial_xu\rangle\Big].$$

Equation (6) is exact for any width. The first term is a band average, and the second will be called the envelope term. Since $H-E$ is Hermitian, the bracket in $m_z$ is again $z-z^*=i\,\mathrm{Im}(z-z^*)$, and $-\tfrac i2\cdot i=\tfrac12$, so

$$m_z=\tfrac12\,\mathrm{Im}\big[\langle\partial u|\times(H-E)|\partial u\rangle\big]_z=\mathrm{Im}\,\langle\partial_xu|(H_{\mathbf k}-E)|\partial_yu\rangle .\tag{7}$$

Units return by noting that the moment is $-\tfrac e2\langle\mathbf r\times\mathbf v\rangle$, that $\mathbf r=i\partial_{\mathbf k}$ contains no constant, and that $\mathbf v=\partial_{\mathbf k}H/\hbar$: the right side of (7) is multiplied by $e/\hbar$, which is the formula of section 1. For a positive charge the sign reverses.

Check on the free limit: $u=1$, $\partial u=0$, $m=0$, $\mathbf x=-\partial\theta$, $\partial E=\mathbf k$, and (6) reduces to section 3.

## 5. What kind of quantity $m(\mathbf k)$ is

Phase independence. Under $u\to e^{i\chi(\mathbf k)}u$, $\partial u\to e^{i\chi}(\partial u+i\partial\chi\,u)$. The added pieces are proportional to $u$, which $H-E$ annihilates on either side, so (7) is unchanged.

Sum over states. Project (5) on another band $l$ at the same $\mathbf k$: $v^b_{ln}=-(E_l-E_n)\langle u_l|\partial_bu_n\rangle$. Inserting $H-E_n=\sum_l|u_l\rangle(E_l-E_n)\langle u_l|$ in (7),

$$m_z=\mathrm{Im}\sum_{l\ne n}\frac{v^x_{nl}}{E_n-E_l}\,(E_l-E_n)\,\frac{v^y_{ln}}{E_n-E_l}=\sum_{l\neq n}\frac{\mathrm{Im}(v^x_{nl}v^y_{ln})}{E_l-E_n}\equiv\sum_{l\ne n}m_l .\tag{8}$$

This is (1) with the atomic levels replaced by the bands at one $\mathbf k$. For a lattice of well separated atoms, with an atomic level that is non-degenerate, the band states at fixed $\mathbf k$ are lattice sums of atomic orbitals, their velocity elements are the atomic ones, and (8) returns the atomic moment, which for such a level is zero by section 2; a nonzero $m$ in a band that grows out of such a level therefore needs coupling between sites. Nothing then ties it to an integer multiple of $\mu_B$: where the numerator is nonzero, a small gap in the denominator makes it large. The length behind it is $|\mathbf r_{nl}|=|\mathbf v_{nl}|/|E_l-E_n|$, which is not limited by the cell size.

The same matrix elements give the Berry curvature $\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x=i[\langle\partial_xu|\partial_yu\rangle-\text{c.c.}]=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle$. Inserting a complete set, the $l=n$ term is the real number $\mathcal A_x\mathcal A_y$ and the others are $v^x_{nl}v^y_{ln}/(E_l-E_n)^2$, so

$$\Omega=-2\sum_{l\ne n}\frac{m_l}{E_l-E_n}.\tag{9}$$

Symmetry. For real $V$, $H_{-\mathbf k}=H_{\mathbf k}^*$ and one may choose $u_{-\mathbf k}=u^*_{\mathbf k}$. The two derivatives in (7) each change sign, these signs cancel, and the matrix element is complex conjugated: $m(-\mathbf k)=-m(\mathbf k)$. If $V(-\mathbf r)=V(\mathbf r)$ one may choose $u_{-\mathbf k}(\mathbf r)=u_{\mathbf k}(-\mathbf r)$, the matrix element is unchanged, and $m(-\mathbf k)=m(\mathbf k)$. With both symmetries a non-degenerate band has $m=0$ everywhere. For degenerate bands, including the twofold degenerate bands of a crystal with spin-orbit coupling and both symmetries, the single-band packet is not defined uniquely and (7) does not apply as it stands.

## 6. The model and its nearly free limit

Take a triangular lattice, $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$, with reciprocal vectors $\mathbf b_1=\tfrac{2\pi}a(1,-\tfrac1{\sqrt3})$, $\mathbf b_2=\tfrac{2\pi}a(0,\tfrac2{\sqrt3})$, and

$$V=2V_0\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf r+\varphi),\qquad \mathbf G_j=\mathbf b_1,\ \mathbf b_2,\ -\mathbf b_1-\mathbf b_2 ,$$

so that $V_{\mathbf G_j}=V_0e^{i\varphi}$ and $V_{-\mathbf G_j}=V_0e^{-i\varphi}$. The parameters are round numbers that stand for no material: $a=6$ bohr, $V_0=0.1$ Ha, $\varphi=20^\circ$. A rotation by $120^\circ$ permutes the $\mathbf G_j$ and is a symmetry; inversion about the origin sends $\varphi\to-\varphi$. The band studied is the second, near $\mathbf K=(4\pi/3a,0)$, $K=0.69813$ bohr$^{-1}$, in 27 plane waves. This band also has local minima at the midpoints of the zone edges, about 0.0016 Ha (45 meV) above its value at $\mathbf K$; they lie well above the levels considered in section 10 and are left out. Enlarging the cutoff is tested to change $m(\mathbf K)$ by less than $10^{-4}$ of its value.

For small $V_0$ three plane waves suffice: $\mathbf Q_s=K(\cos\tfrac{2\pi s}3,\sin\tfrac{2\pi s}3)$, $s=0,1,2$, all of energy $K^2/2$. Their differences are $\mathbf Q_1-\mathbf Q_0=-\mathbf G_1$, $\mathbf Q_2-\mathbf Q_1=-\mathbf G_2$, $\mathbf Q_0-\mathbf Q_2=-\mathbf G_3$, so $H_{s+1,s}=V_0e^{-i\varphi}$ cyclically. Try $c_s=\omega^{js}/\sqrt3$ with $\omega=e^{2\pi i/3}$: $(Vc)_s=V_0(e^{-i\varphi}\omega^{-j}+e^{i\varphi}\omega^{j})c_s$, hence

$$E_j=\tfrac12K^2+2V_0\cos(\varphi+2\pi j/3).$$

For $0<\varphi<60^\circ$ the order is $j=1$ (band 1), $j=2$ (band 2), $j=0$ (band 3). With $\cos A-\cos B=-2\sin\frac{A+B}2\sin\frac{A-B}2$, the gaps below and above band 2 are $g_1=2\sqrt3V_0\sin\varphi$ and $g_2=2\sqrt3V_0\sin(\pi/3-\varphi)$. The operator $v^\pm$ multiplies $c_s$ by $K\omega^{\pm s}$, so $v^\pm|j\rangle=K|j\pm1\rangle$. From $j=2$, band 1 is reached by $v^-$ only and band 3 ($j=3\equiv0$) by $v^+$ only. By (2) the numerators in (8) are $+K^2/4$ and $-K^2/4$, the denominators are $-g_1$ and $+g_2$, and the two parts add:

$$m(\mathbf K)\simeq-\frac{K^2}4\Big(\frac1{g_1}+\frac1{g_2}\Big),\qquad \frac1{m^*}\simeq1+\frac{K^2}2\Big(\frac1{g_1}-\frac1{g_2}\Big).\tag{10}$$

The second formula uses $1/m^*=1+2\sum_l|v^x_{ln}|^2/(E_n-E_l)$, derived in section 9, with $|v^x|=K/2$.

Test in the limit. At $V_0=0.001$ Ha the two gaps, $m$ and $1/m^*$ of the full calculation are asserted to agree with these formulas within 2%; the moment is $-157.42$ against $-157.56$, a difference of 0.09% of the latter. A moment that grows as $1/V_0$ when the electron becomes free does not contradict $m=0$ for the free electron. At fixed $\mathbf k$ away from the degeneracies of the free bands $u$ tends to a single plane wave $e^{i\mathbf G\cdot\mathbf r}$ with fixed $\mathbf G$, so that $\partial_{\mathbf k}u\to0$ in a suitable gauge and $m\to0$. The large values live where the relative shift $\sim K\,\delta k$ of two coupled bands, each moving by $K\,\delta k/2$, is below their gap, a region of radius $\sim g/K$ that shrinks with $V_0$, and a packet sees $m(\mathbf K)$ only if $\sigma$ is small compared with that radius. The same holds as $\varphi\to0$, where $g_1$ closes.

At $V_0=0.1$ Ha the full calculation gives $g_1=0.143684$ Ha, $g_2=0.168146$ Ha and

a value of $m(\mathbf K)$ with which the next part opens; so far the moment has been derived from a one-band packet, as (7) and (8), and estimated at $\mathbf K$ for weak $V_0$ by (10). What remains is to examine the moment at $V_0=0.1$ Ha, to take the narrow-packet limit, and to establish the energy $-mB$ for a packet in the field and in the Landau levels.
